\section*{Gravity and the Stress Threshold of a Crystal-Melt Interface}

\section*{Problem}

A crystal lies beneath its own melt, and the interface between them can freeze and melt. Stretching or squeezing the crystal along the interface stores elastic energy, some of which can be released if the interface becomes wavy. Interface energy and gravity oppose the waviness. How much stress can the flat interface bear, and which wavelength appears first?

Take $z$ upward. The crystal fills $z<h(x)$ and the melt lies above it. Their densities are $\rho_s$ and $\rho_l$, with $\Delta\rho=\rho_s-\rho_l>0$. The crystal is isotropic and linearly elastic, with Young modulus $E$ and Poisson ratio $\nu$, and is much deeper than the ripple wavelength. The interface energy $\gamma$ is constant and the temperature is uniform. Tension is positive. At the flat interface the nonhydrostatic stress is
\begin{equation}
\sigma_0=\sigma_{xx}-\sigma_{zz}.
\end{equation}
The mean strain along $x$ and the strain along $y$ stay fixed while the ripple $h=h_0\cos kx$ forms, with $kh_0\ll1$.

\begin{enumerate}
\item[(a)] Find the gravitational cost of freezing a unit volume of crystal at height $h$.
\item[(b)] Find the stress at the rippled surface to first order in $h_0$, including the weight of the ripple.
\item[(c)] Find the stress at which a ripple of wavenumber $k$ is marginal.
\item[(d)] Minimize over $k$ to obtain the threshold $\sigma_c$ and the critical wavenumber $k_c$.
\item[(e)] Evaluate both for copper at its melting point, with the rough values $E=80$ GPa, $\nu=0.35$, $\gamma=0.20$ J/m$^2$, $\rho_s=8350$ kg/m$^3$, $\rho_l=8000$ kg/m$^3$ and $g=9.80665$ m/s$^2$. Is the threshold a few kilopascals?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item For (a), the liquid pressure falls with height. Compare the chemical potentials of the two phases at the same height and pressure.
\item For (b), subtract from the crystal stress the pressure that the melt would have at the same height. The remaining stress exerts no traction on the interface. Use an Airy function $(A+Bz)e^{kz}\cos kx$.
\item For (c), when a thin layer freezes onto a traction-free surface, the elastic energy rises at first order by the local energy density times the added volume.
\item For (d), write the sum of the two stabilizing terms as a constant plus a square.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The cost of height}

In the melt at rest, $p_l(h)=p_0-\rho_l g h$. Let $\mu_s$ and $\mu_l$ be the chemical potentials per unit mass under hydrostatic pressure. Moving mass from melt to crystal at the same height does not change its potential energy $gh$, so the cost per mass is $\mu_s-\mu_l$ at the local pressure. At fixed temperature $\partial\mu/\partial p=1/\rho$. Relative to $h=0$ the cost per mass is therefore
\begin{equation}
-\rho_l g h\left(\frac1{\rho_s}-\frac1{\rho_l}\right)
=gh\left(1-\frac{\rho_l}{\rho_s}\right)=\frac{\Delta\rho\,gh}{\rho_s}.
\end{equation}
Multiplication by $\rho_s$ gives the cost per volume of crystal, $\Delta\rho\,gh$. The density difference enters because new crystal replaces melt. With $\Delta\rho>0$, freezing is dearer on crests than in troughs, and gravity flattens the interface.

\subsection*{(b) The stress at the rippled surface}

Define $\tau_{ij}=\sigma_{ij}+p_l(z)\delta_{ij}$. The melt exerts the normal stress $-p_l$ on the crystal. The small capillary pressure jump associated with surface stress is neglected, so $\tau_{ij}n_j=0$ on the interface. Force balance in the crystal is $\partial_j\sigma_{ij}=\rho_s g\,\delta_{iz}$. Since $\partial_z p_l=-\rho_l g$,
\begin{equation}
\partial_j\tau_{ij}=\Delta\rho\,g\,\delta_{iz}.
\end{equation}
For the flat interface, $\tau_{zz}=\Delta\rho\,gz$, $\tau_{xz}=0$ and $\tau_{xx}=\sigma_0$ at $z=0$.

The normal of the rippled interface is proportional to $(-h',1)$, so the conditions are
\begin{equation}
-h'\tau_{xx}+\tau_{xz}=0,\qquad -h'\tau_{xz}+\tau_{zz}=0 .
\end{equation}
Let $s_{ij}$ be the first-order stress added to the flat solution. In the first condition $h'$ is already small, so $\tau_{xx}$ is replaced by $\sigma_0$. In the second, $h'\tau_{xz}$ is of second order, while the flat solution contributes $\Delta\rho\,gh$ at $z=h$. Thus at $z=0$
\begin{equation}
s_{xz}=\sigma_0h'=-\sigma_0kh_0\sin kx,\qquad s_{zz}=-\Delta\rho\,gh_0\cos kx .
\label{bc}
\end{equation}
The second relation is the weight of the ripple, reduced by buoyancy.

The flat solution already carries the body force, so $s_{ij}$ has none. Write $s_{xx}=\phi_{zz}$, $s_{zz}=\phi_{xx}$ and $s_{xz}=-\phi_{xz}$. The biharmonic function that decays with depth, $\phi=(A+Bz)e^{kz}\cos kx$, gives at $z=0$
\begin{align}
s_{xx}&=(k^2A+2kB)\cos kx,\\
s_{zz}&=-k^2A\cos kx,\\
s_{xz}&=k(kA+B)\sin kx .
\end{align}
Comparison with (\ref{bc}) yields
\begin{equation}
A=\frac{\Delta\rho\,gh_0}{k^2},\qquad
B=-\sigma_0h_0-kA=-\sigma_0h_0-\frac{\Delta\rho\,gh_0}{k}.
\end{equation}
Hence
\begin{align}
s_{xx}&=(\Delta\rho\,g-2k\sigma_0-2\Delta\rho\,g)h
=-(2k\sigma_0+\Delta\rho\,g)h,\\
s_{xx}-s_{zz}&=-2k\sigma_0h .
\label{hoop}
\end{align}
The weight changes both normal stresses equally and drops out of their difference. For either sign of $\sigma_0$, the crests are relaxed and the troughs carry a larger stress magnitude.

There is one more gravitational contribution. With lateral strains fixed, the flat solution itself varies with height: $\sigma_{zz}$ has gradient $\rho_sg$ and $\sigma_{xx}$ has gradient $\nu\rho_sg/(1-\nu)$. This gradient changes only $\varepsilon_{zz}$, and $\tau_{zz}=0$ at the surface, so it leaves the elastic energy density of part (c) unchanged at first order. A term with the full density arises in another way. The stress changes the volume of the crystal by the fraction $\varepsilon_{kk}=(1-2\nu)(\tau_{xx}+\tau_{yy})/E$, which part (a) ignores, and this adds $-\rho_lgh\,\varepsilon_{kk}$ to the cost per volume. Compared with $\Delta\rho\,gh$, its effect is of order $(\sigma_0/E)(\rho_s/\Delta\rho)$ times the factor $(1-2\nu)(1+\tau_{yy}/\sigma_0)$, which for $\nu=0.35$ runs from 0.3 to 0.6 as $\tau_{yy}$ runs from 0 to $\sigma_0$. The ripple weight enters the energy with the still smaller relative size $\sigma_0/E$. Both are dropped, and the larger is sized in part (e).

\subsection*{(c) The marginal stress}

Let $W$ be the elastic energy density measured from the crystal under hydrostatic pressure $p_0$. When a layer of thickness $\delta h$ freezes on, the elastic energy per area rises by $W\delta h$. The rest of the crystal also relaxes, but its first-order energy change equals the work of boundary forces. That work vanishes here because the interface has no traction $\tau_{ij}n_j$ and the distant boundaries are held fixed. The local elastic cost per volume is thus $W$ at the surface.

Its first-order change is $\delta W=\tau_{ij}\delta\varepsilon_{ij}$. At the flat surface $\tau_{zz}=\tau_{xz}=0$, and $\delta\varepsilon_{yy}=0$ by assumption, so $\delta W=\sigma_0\,\delta\varepsilon_{xx}$. Without the dropped gravity terms, $\delta\sigma_{zz}=0$ and $\delta\sigma_{xx}=-2k\sigma_0h$. The condition $\delta\varepsilon_{yy}=0$ requires $\delta\sigma_{yy}=\nu\,\delta\sigma_{xx}$. Hooke's law then gives
\begin{align}
\delta\varepsilon_{xx}&=\frac{\delta\sigma_{xx}-\nu\,\delta\sigma_{yy}}E
=\frac{1-\nu^2}{E}\,\delta\sigma_{xx},\\
\delta W&=-\frac{2\sigma_0^2k}{E'}\,h,\qquad E'=\frac{E}{1-\nu^2}.
\end{align}

The interface energy per projected area is $\gamma\sqrt{1+h'^2}\simeq\gamma(1+h'^2/2)$. Its variation with respect to $h$ is $-\gamma h''=\gamma k^2h$. Adding the three parts, the cost of freezing differs from its flat value by
\begin{equation}
\delta\psi=\Lambda h,\qquad
\Lambda=\Delta\rho\,g+\gamma k^2-\frac{2\sigma_0^2k}{E'} .
\label{lambda}
\end{equation}
The constant part of $W$ shifts the equilibrium of the whole flat interface. The temperature or pressure is taken to be adjusted so that this interface is at rest.

If the interface responds as $\partial h/\partial t=-M\delta\psi$ with mobility $M>0$, the amplitude grows at the rate $-M\Lambda$. The sign of $\Lambda$ decides stability, whatever the positive value of $M$. The energy change per area gives the same criterion, since it is the mean of $\Lambda h^2/2$, namely $\Lambda h_0^2/4$. Setting $\Lambda=0$ gives
\begin{equation}
\sigma_0^2(k)=\frac{E'}2\left(\gamma k+\frac{\Delta\rho\,g}{k}\right).
\label{marginal}
\end{equation}
Short ripples are held back mainly by interface energy and long ones mainly by gravity.

\subsection*{(d) The threshold}

Completing the square,
\begin{equation}
\gamma k+\frac{\Delta\rho\,g}{k}
=2\sqrt{\gamma\Delta\rho\,g}
+\left(\sqrt{\gamma k}-\sqrt{\frac{\Delta\rho\,g}{k}}\right)^2 .
\end{equation}
The square vanishes at one positive wavenumber, which gives the global minimum:
\begin{equation}
k_c=\sqrt{\frac{\Delta\rho\,g}{\gamma}}=\frac1a,\qquad
\sigma_c^2=E'\sqrt{\gamma\Delta\rho\,g}=\frac{E'\gamma}{a}.
\label{result}
\end{equation}
Here $a$ is the capillary length. The flat interface is unstable to ripples along $x$ when $|\sigma_0|>\sigma_c$, in tension and compression alike. If $\sigma_{yy}$ lies between $\sigma_{zz}$ and $\sigma_{xx}$, no other ripple direction has a lower threshold. If instead $|\sigma_{yy}-\sigma_{zz}|>|\sigma_0|$, ripples in another direction appear first. The same happens if $\sigma_{yy}-\sigma_{zz}$ is opposite in sign to $\sigma_0$ and larger in magnitude than $(1-2\nu)|\sigma_0|$. These rules, for $x$ and $y$ as principal directions, follow from the elastic energy released by a ripple with wavevector along $n$. It is proportional to $(1-\nu)\tau_{nn}^2+\tau_{nt}^2$, where $\tau_{nn}$ and $\tau_{nt}$ are the normal and shear parts of the flat surface stress $\tau_{ij}$ along $n$ and the in-plane direction $t$ perpendicular to it.

The elastic constants do not enter $k_c$. At the critical wavenumber the gravitational and interface costs are equal, and elasticity sets how much stress is needed to pay for both. As $g\to0$, the threshold falls as $g^{1/4}$ and the critical wavelength diverges: in this model, an unbounded interface without gravity is unstable at any nonzero stress. If instead the crystal were lighter than the melt above it, $\Delta\rho$ would be negative, and long ripples would grow even at zero stress.

\subsection*{(e) Numbers for copper}

The density difference is $350$ kg/m$^3$, so
\begin{align}
\Delta\rho\,g&=350\times9.80665=3432.3\ \mathrm{N/m^3},\\
\sqrt{\gamma\Delta\rho\,g}&=\sqrt{0.20\times3432.3}=26.20\ \mathrm{Pa},\\
E'&=\frac{80}{1-0.35^2}=91.17\ \mathrm{GPa}.
\end{align}
It follows that
\begin{align}
\sigma_c&=\sqrt{(91.17\times10^9)(26.20)}\ \mathrm{Pa}\simeq1.55\ \mathrm{MPa},\\
a&=\sqrt{0.20/3432.3}\ \mathrm m=7.63\ \mathrm{mm},\qquad
\frac{2\pi}{k_c}=48.0\ \mathrm{mm}.
\end{align}
The threshold is about 1550 kPa, not a few kilopascals. The minimum is shallow: at half or twice $k_c$ the marginal stress is $1.728$ MPa, or 12\% above $\sigma_c$.

A separate calculation tests the linear theory. It imposes the traction conditions on the actual surface of a ripple with $kh_0=0.02$, without the small gravity terms dropped above, and integrates the elastic energy density over the crystal. The coefficient 2 in (\ref{hoop}) comes out as 1.9994. The elastic energy per area, in units of $\sigma_0^2kh_0^2/E'$, is $-0.49985$, against $-1/2$ from (\ref{lambda}). Adding the interface and gravity energies and searching for the lowest marginal stress gives $1.5457$ MPa at $131.01$ m$^{-1}$. The formulas give $1.5455$ MPa and $131.00$ m$^{-1}$. These digits compare two calculations; the rough inputs justify about two.

When would the answer be a few kilopascals? Solving (\ref{result}) for the modulus at $\sigma_c=3$ kPa, with $\nu$, $\gamma$ and both densities held at the copper values, gives
\begin{equation}
E=\frac{(3000)^2(1-0.35^2)}{26.20}\ \mathrm{Pa}\simeq0.30\ \mathrm{MPa}.
\end{equation}
The strain scale would then be $\sigma_c/E\simeq0.01$, and the measure of the dropped gravity terms would be $0.01\times8350/350\simeq0.24$. With the factor found in part (b) their relative size is about 0.07 to 0.14, which moves this modulus by several percent, up in tension and down in compression. For copper the same measure is $4.6\times10^{-4}$, and the neglect is safe. Because $\sigma_c$ varies only as the fourth root of $\gamma\Delta\rho$, reaching 3 kPa at copper's modulus would require this product to fall by a factor of about $7\times10^{10}$. In practice a kilopascal threshold therefore needs a much softer crystal, though a smaller product helps.

Real copper departs from the model in ways that matter more than the last digits. The inputs are rough but typical of the metal near melting. If $\sigma_{yy}$ lies between $\sigma_{xx}$ and $\sigma_{zz}$, the largest shear stress at threshold is $\sigma_c/2=0.77$ MPa. This is 1.55 times a rough plastic shear stress of $0.5$ MPa for a soft copper crystal, so plastic flow is likely to relax the load before the ripple grows. Rough estimates near melting give minutes to hours for creep to relax such a stress. A ripple at $1.2\,\sigma_c$ would need weeks or months to grow, because its latent heat must be conducted away. The threshold is therefore a property of the elastic model, not a prediction for a loaded copper crystal. Copper is also anisotropic. Rough room-temperature constants $C_{11},C_{12},C_{44}=170,120,75$ GPa give Young moduli of $70.7$ GPa along [100] and $190.2$ GPa along [111]. The square root of their ratio, 1.64, greatly overstates the spread in threshold, because the elastic field of a ripple is not a uniaxial tension. Solving the anisotropic half-space problem with these constants and a constant $\gamma$ gives thresholds that differ by only about 13\% between orientations. This figure depends on the constants: softer and more anisotropic rough values meant for the hot crystal, $130,105,47$ GPa, give about 16\%. The formulas also assume a deep crystal. On a rigid base bonded to the crystal, the threshold is about 2.5\% higher at a depth of 2 cm and 9\% higher at 1 cm (1.7\% and 9\% if the base is frictionless), and the critical wavelength is somewhat shorter. The crystal must also be wide enough to hold the wave. Another severe assumption is uniform temperature, which the second variation examines.

\section*{Variation 1: above the threshold}

\emph{Which ripples grow at $\sigma_0=1.2\,\sigma_c$, and which grows fastest if $M$ does not depend on $k$?}

Let $q=ka$ and $s=(\sigma_0/\sigma_c)^2$. Since $\gamma k^2=\Delta\rho\,g\,q^2$ and
\begin{equation}
\frac{2\sigma_0^2k}{E'}=2sk\sqrt{\gamma\Delta\rho\,g}=2sq\,\Delta\rho\,g,
\end{equation}
equation (\ref{lambda}) becomes
\begin{equation}
\Lambda=\Delta\rho\,g\,(q^2-2sq+1).
\end{equation}
Growth requires $\Lambda<0$, hence
\begin{equation}
s-\sqrt{s^2-1}<q<s+\sqrt{s^2-1}.
\end{equation}
Here $s=1.44$ and $\sqrt{s^2-1}=1.036$, so the band is $0.404<ka<2.476$. The energy calculation at ripple slope $0.02$ gives $0.404$ to $2.475$. Dividing 48.0 mm by these limits gives wavelengths from about 119 mm down to 19 mm. A stress 20\% above threshold thus opens a sixfold range of wavelengths, which reflects the shallow minimum.

The growth rate $-M\Lambda$ is largest where $d\Lambda/dq=0$, at $q=s$. The fastest wavelength is $48.0/1.44\simeq33$ mm, shorter than the critical one. If conduction of latent heat limits the growth instead, $M$ is proportional to $k$. The maximum of $-q\Lambda$ then lies at $q=(2s+\sqrt{4s^2-3})/3\simeq1.73$, a wavelength of about 28 mm. The rest of this variation keeps $M$ constant. At $q=s$, $\Lambda=-\Delta\rho\,g(s^2-1)$, so growth becomes arbitrarily slow as the threshold is approached from above.

\section*{Variation 2: a temperature gradient}

\emph{The melt is hotter than the crystal, with temperature rising upward at the rate $G$. How do $\sigma_c$ and $k_c$ change for $G=0.1$ K/mm? Use the rough values $L=205$ kJ/kg and $T_m=1358$ K for the latent heat and melting temperature.}

Assume that the linear temperature profile is not disturbed by the ripple. This holds for a marginal, stationary ripple if both phases conduct heat equally well. Solid copper conducts roughly twice as well as its melt, and $G$ should then be the conductivity-weighted mean of the two gradients. If the stated gradient is that of one phase alone, this shifts the threshold found below by up to about 10\% and the wavelength by up to about 22\%. Thermal stress is left out. At fixed pressure $\partial\mu/\partial T$ is minus the entropy per mass, and the melt has the larger entropy by $L/T_m$. Therefore
\begin{equation}
\frac{\partial(\mu_s-\mu_l)}{\partial T}=\frac L{T_m}.
\end{equation}
At height $h$ the temperature is higher by $Gh$, which adds $\rho_sLGh/T_m$ to the cost of freezing a unit volume. This has the same form as the gravity term in (\ref{lambda}), so in that equation and in the threshold formulas that follow from it $\Delta\rho\,g$ is replaced by
\begin{equation}
S=\Delta\rho\,g+\frac{\rho_sLG}{T_m}.
\end{equation}
For $S>0$, equation (\ref{result}) then gives $\sigma_c\propto S^{1/4}$ and $k_c\propto S^{1/2}$.

The two restoring terms are equal at
\begin{equation}
G=\frac{\Delta\rho\,g\,T_m}{\rho_sL}
=\frac{3432.3\times1358}{8350\times2.05\times10^5}\ \mathrm{K/m}
\simeq2.7\ \mathrm{mK/m}.
\end{equation}
Over one critical wavelength of 48 mm this is a difference of about 0.13 mK. A gradient of this size and the opposite sign would cancel gravity and remove the threshold.

For $G=0.1$ K/mm, $S/(\Delta\rho\,g)=3.67\times10^4$. The threshold rises by the fourth root of this ratio, about 13.8, to $21.4$ MPa. The wavelength shrinks by its square root, about 192, to $0.25$ mm. Gravity then plays almost no part, and the largest shear stress, near 11 MPa, is about twenty times the rough plastic value. Under these conditions the elastic threshold does not predict how copper would behave. The capillary length selects the ripple when temperature gradients are far below $2.7$ mK/m and the crystal can carry the stress without flowing. The numerical output that follows collects the main computed values. It does not include the results for an anisotropic crystal, a finite depth or unequal conductivities, nor the estimates of creep and growth times. Its line labelled ``threshold spread'' gives only the square root of the ratio of Young moduli, which, as noted in part (e), overstates the true spread.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough values, copper at melting)
Young modulus E = 80 GPa
Poisson ratio nu = 0.35
interface energy gamma = 0.20 J/m^2
crystal density = 8350 kg/m^3
melt density = 8000 kg/m^3
density difference = 350 kg/m^3
latent heat = 205 kJ/kg
melting temperature = 1358 K
gravity g = 9.80665 m/s^2
CHECKS OF THE STEPS
ripple slope k*h0 used = 0.02
stress concentration factor (theory 2) = 1.9994
scaled elastic energy (theory -1/2) = -0.49985
gravity cost slope, columns = 3432.3 J/m^4
drho*g = 3432.3 J/m^4
THRESHOLD
plane-strain modulus E/(1-nu^2) = 91.17 GPa
sqrt(gamma*drho*g) = 26.20 Pa
capillary length a = 7.63 mm
critical wavenumber, formula = 131.00 1/m
critical wavenumber, energy search = 131.01 1/m
critical wavelength = 48.0 mm
threshold stress, formula = 1.5455 MPa
threshold stress, energy search = 1.5457 MPa
threshold stress, converted = 1546 kPa
marginal stress at k_c/2 = 1.728 MPa
marginal stress at 2 k_c = 1.728 MPa
band at 1.2 sigma_c, formula: ka = 0.404 to 2.476
band, energy search: ka = 0.404 to 2.475
modulus giving 3 kPa, rest equal = 0.301 MPa
NEGLECTED EFFECTS
gradient equal to gravity = 2.72 mK/m
sample gradient = 0.1 K/mm
restoring ratio S/(drho*g) = 3.673e+04
threshold with sample gradient = 21.4 MPa
wavelength with sample gradient = 0.250 mm
largest shear stress at threshold = 0.77 MPa
rough plastic shear stress = 0.5 MPa
ratio of these shear stresses = 1.55
rough C11, C12, C44 = 170, 120, 75 GPa
modulus along [100] = 70.7 GPa
modulus along [111] = 190.2 GPa
threshold spread sqrt(E111/E100) = 1.64
elastic strain scale sigma_c/E = 1.93e-05
dropped terms (sigma_c/E)(rho_s/drho) = 4.6e-04
\end{verbatim}
